A finite-difference Poisson solver for a charge in a dielectric cavity

An ion moved from vacuum into a polar solvent is stabilised because the solvent polarises around it. In the simplest model the ion is a point charge q at the centre of a spherical cavity of radius R, with permittivity 1 inside and ε_s outside. The sphere has a closed solution, but a molecular cavity of irregular shape does not, and its potential must be found numerically; here a cubic grid is used. The sphere then shows what the grid does wrong.

Charges are in units of e, lengths in Å, potentials in V and energies in eV. With k = e²/(4πε₀) = 14.39965 eV Å, the equations are

D = −ε∇φ,  ∇·D = 4πkρ.

**The energy to be reproduced**

By symmetry and Gauss's theorem, D = kq/r² in the radial direction, inside and outside alike. Outside, the field is D/ε_s, so φ = kq/(ε_s r). Inside, φ = kq/r + C, and continuity at r = R fixes the constant:

C = −(kq/R)(1 − 1/ε_s).

C is the potential of the polarised solvent at the ion. The response is linear, so when the charge is built up as λq this potential is λC, and the work is ∫₀¹ λ dλ qC = ½qC:

ΔG = −(kq²/2R)(1 − 1/ε_s).

Take the round model values q = 1, R = 2 Å and ε_s = 80. Then ΔG = −(14.39965/4)(0.9875) = −3.5549 eV, or −343.0 kJ/mol. This is the exact answer of the model. A real ion has no sharp dielectric boundary, and R is a parameter.

**The naive scheme**

Place nodes on a cubic grid of spacing h and surround each by a cube of side h. Gauss's theorem for the cube of node i says that the outward flux of D through its six faces equals 4πkq_i. Approximate the flux towards neighbour j by the face area h² times ε_ij(φ_i − φ_j)/h, where ε_ij is some mean permittivity of the link. Dividing by h gives

Σ_j ε_ij(φ_i − φ_j) = 4πkq_i/h.  (1)

The naive choices are to take ε_ij as the arithmetic mean along the link, and to read the energy directly as ½Σq_iφ_i. Both fail, for different reasons.

**First failure: the energy diverges**

In a cube of side 8 Å divided into n cells per edge, the solvated energy ½qφ(0) is 47.9 eV for n = 18 and 162.2 eV for n = 58. (These values already use the better link permittivity found below.) Refinement moves the result away from −3.55 eV, because a point charge has infinite self-energy and the grid cuts it off at a distance of order h.

The cut-off value can be calculated. On an unbounded grid with ε = 1 and the charge on a node, a plane wave with phases θ_x, θ_y, θ_z per spacing turns the left side of (1) into a factor 6 − 2(cos θ_x + cos θ_y + cos θ_z). Hence

φ(0) = (4πkq/h) g,
g = ∫ d³θ/(2π)³ · 1/(6 − 2cos θ_x − 2cos θ_y − 2cos θ_z),

each angle running from −π to π. Write 1/a = ∫₀^∞ e^(−at) dt. The three angular integrals then separate, and each gives the modified Bessel function I₀(2t):

g = ∫₀^∞ [e^(−2t) I₀(2t)]³ dt = 0.252731.

The vacuum self-energy is therefore ½qφ(0) = 2πkq²g/h = (22.866 eV Å)/h. For h = 0.1379 Å this is 165.8 eV, as found on the finest grid.

The remedy is to solve (1) again with ε = 1 everywhere, on the same grid and with the same charges, and subtract:

ΔG = ½Σq_i(φˢ_i − φᵛ_i).  (2)

To see why this works, let A_s and A_v be the operators on the left of (1) for solvent and vacuum, and b the common right side. From A_sφˢ = b and A_vφᵛ = b, the difference ψ = φˢ − φᵛ obeys

A_sψ = −(A_s − A_v)φᵛ.

The two operators differ only on links that lie at least partly outside the cavity. The source of ψ therefore never samples φᵛ next to the charge, where the grid is poor, provided the charge is several spacings from the boundary. For n = 58, equation (2) gives 162.2224 − 165.7784 = −3.5560 eV.

The words "same grid" are essential. Subtracting the n = 38 vacuum energy from the n = 58 solvated energy gives 162.2 − 108.6 = 53.6 eV. The position within the cell matters too. A charge between nodes is shared among the eight corners of its cell with trilinear weights. Moving the whole ion, charge and sphere, from a node to a cell centre at n = 38 lowers the vacuum energy from 108.6 to 38.7 eV, while the difference (2) changes only from −3.5573 to −3.5575 eV.

Two conditions apply. If the cavity had permittivity ε_in ≠ 1, the grid self-energy there would be divided by ε_in, and subtracting an ε = 1 calculation would leave a term (1/ε_in − 1)(22.866 eV Å)/h; the reference must keep ε_in inside the cavity, with permittivity 1 outside if the ion is transferred from vacuum. And the second solution is needed because the total potential is being computed. One may instead solve the equation for ψ with the Coulomb potential kq/r inserted for φᵛ, which removes the singular part analytically.

**Second failure: the boundary is in the wrong place**

After subtraction, the arithmetic mean still gives −3.660 eV on the finest grid, an error of 3.0 % of the Born energy. The cause shows up in one dimension. Between two plates 1 unit apart, at 1 V and 0 V, let ε = 1 up to x = 0.437 and ε = 80 beyond. D is constant, so the drop over any link is

Δφ = D ∫ds/ε.

Let f be the fraction of the link with ε = 1. The coefficient that gives D = ε_ijΔφ/h is the harmonic mean

ε_ij = 1/[f + (1 − f)/ε_s].  (3)

Layers in series add their resistances h/ε, not their permittivities. With ten cells, the cut link has f = 0.37. Its true resistance is 0.1(0.37 + 0.63/80) = 0.0378, whereas the arithmetic mean, 0.37 + 0.63·80 = 50.77, gives 0.1/50.77 = 0.0020. The total resistance drops from 0.4440 to 0.4082, and the potential at x = 0.4 changes from 1 − 0.4/0.4440 = 0.099 V to 1 − 0.4/0.4082 = 0.020 V. The error is 0.079 V. With (3) the nodal potentials are correct to rounding. The arithmetic mean in effect hands the low-permittivity part of the cut link to the solvent, which brings the solvent closer to the charge.

For a sphere centred at the origin, an x link from a to a + h at transverse position (y, z) has

f = max{0, min(a + h, c) − max(a, −c)}/h,  c = √max(0, R² − y² − z²),

and similarly for the other directions.

**Why the harmonic mean gives second order for the Born ion**

In three dimensions most links cross the sphere obliquely, so the one-dimensional argument is not enough. Put the charge on a node, and impose the analytic potentials kq/r and kq/(ε_s r) on the outer faces of the box for vacuum and solvent. From the vacuum grid solution build a trial potential:

w_i = φᵛ_i + C inside,  w_i = φᵛ_i/ε_s outside.

It has the correct values on the box faces. On every uncut link, ε_ij(w_i − w_j) equals the vacuum link flux F_ij = φᵛ_i − φᵛ_j, and these fluxes satisfy (1). Hence w fails only through the defects on cut links,

t_ij = ε_ij(w_i − w_j) − F_ij.

The error e = φˢ − w vanishes on the box faces and obeys Σ_j ε_ij(e_i − e_j) = −Σ_j t_ij. Let G be the grid solution for a unit right side at the ion's node, zero on the box faces, and let s_ij = ε_ij(G_i − G_j) be its link flux. The operator is symmetric, so e at the ion is the sum of G_i times the right side at i. Collecting the two ends of each link, with t_ji = −t_ij, gives

e₀ = −Σ_links (G_i − G_j)t_ij = −Σ_cut s_ij t_ij/ε_ij.  (4)

Since φˢ₀ − φᵛ₀ = C + e₀, the energy error is ½qe₀.

Take i inside, j outside, and the crossing at a distance fh from i. Using (3) and the value of C,

t_ij/ε_ij = φᵛ_i − φᵛ_j/ε_s − (kq/R)(1 − 1/ε_s) − (φᵛ_i − φᵛ_j)[f + (1 − f)/ε_s].

The coefficient of φᵛ_i is (1 − f)(1 − 1/ε_s), and that of φᵛ_j is −1/ε_s + f + (1 − f)/ε_s = f(1 − 1/ε_s). Therefore

t_ij/ε_ij = (1 − 1/ε_s)[(1 − f)φᵛ_i + fφᵛ_j − kq/R].  (5)

The bracket is the error of linearly interpolating the vacuum potential to the crossing point, where its true value is kq/R. It is of order h², whatever the slant of the link. The fluxes s_ij from inside to outside nodes add up to 1. To leading order the flux of G is radial, with density 1/(4πR²) at the sphere, so a face of area h² normal to x carries h²|n_x|/(4πR²), where n_x is the x component of the radial unit vector, and all these fluxes point outward. Then e₀ is a weighted mean of terms of order h², and is itself of order h². (Every cut link has one end inside and one outside. The sphere is centred on a node, so each of its chords along a grid line has a node at its midpoint, and no link can enter and leave the sphere between two outside nodes.)

The coefficient can be estimated. For a link along x, let n_x be the x component of the unit normal. The interpolation error is ½f(1 − f)h² ∂²φ/∂x², with ∂²φ/∂x² = kq(3n_x² − 1)/R³. If the crossings are spread evenly along the links, f(1 − f) averages to 1/6. There are |n_x|/h² cut x links per unit area, each with s ≈ h²|n_x|/(4πR²). Over the sphere n_x² averages to 1/3 and n_x⁴ to 1/5, so the three directions together give

3 · (kqh²/12R³) · (3/5 − 1/3) = kqh²/(15R³).

The grid error of φᵛ itself is also of order h². Its leading part on an unbounded grid is driven by fourth derivatives of 1/r, which have the angular form l = 4 and average to zero over the sphere. Leaving out the effect of the finite box, (4) and (5) give

(ΔG_grid − ΔG)/ΔG ≈ (h/R)²/15.  (6)

The factor 1 − 1/ε_s has cancelled, so to this order the relative error does not depend on the solvent. The grid binds the ion slightly too strongly.

With the arithmetic mean ε_a, and ε_h for the value (3), the quantity t_ij/ε_ij gains the term F_ij(1/ε_h − 1/ε_a). Here

ε_a/ε_h − 1 = [f + (1 − f)ε_s][f + (1 − f)/ε_s] − 1 = f(1 − f)(ε_s − 1)²/ε_s,

because f² + (1 − f)² − 1 = −2f(1 − f). This is never negative and does not shrink with h. As F_ij is of order h, the error in e₀ is of first order, again towards overbinding. This extra term is small for weak contrast, where it goes as (ε_s − 1)², or as ε_s − 1 relative to the Born energy; the h² part from (5), linear in ε_s − 1, remains beside it.

**Measured convergence**

The grids have n = 18, 22, 30, 38, 46 and 58, so R/h = n/4 is always half-integral and the sphere cuts the axial links at their midpoints. Errors are relative to the Born energy.

n = 18, h = 0.444 Å: harmonic 0.334 %, arithmetic 11.3 %
n = 30, h = 0.267 Å: harmonic 0.120 %, arithmetic 6.0 %
n = 58, h = 0.138 Å: harmonic 0.030 %, arithmetic 3.0 %

Fits to all six grids give orders 2.10 and 1.03. Estimate (6) predicts 0.329 %, 0.119 % and 0.032 % for the three harmonic entries, close to the measured values in size and sign. The arithmetic errors fall unevenly: from n = 22 to 30 they go only from 6.8 to 6.0 %. A rate taken from two neighbouring grids would mislead there. The finest harmonic result is −343.1 kJ/mol.

**Where the harmonic mean fails**

The argument used a field normal to the boundary. Suppose instead that the field is tangential to a plane boundary at 45° to the grid, y = x + c, with ε = 1 where y > x + c. The tangential field is continuous, so E_x is the same on both sides, and the mean flux through a face is E_x times the area average of ε. For a link along y = 0 centred on the face x = 0, the fraction with ε = 1 is ½ − c/h, both on the link and on the face. With c = 0.2h it is 0.3. The correct coefficient is then 0.3 + 0.7·80 = 56.3, while (3) gives 1/(0.3 + 0.7/80) = 3.24. For a normal field on the same link, (3) would be right. No single number per link serves both fields, and the mismatch is independent of h. In the counting of (4), the defect on such a link is then a fixed fraction of its flux, which is of order h, just as for the arithmetic mean above. In this particular example the defects cancel node by node. The links from a node towards +x and −y have the same f and opposite potential differences, and so do those towards −x and +y. The nodal potentials of the uniform field therefore stay exact, and only the flux carried along the boundary is wrong. At a general slant, or on a curved boundary where the tangential field varies, this cancellation is lost. An error of first order is then to be expected, and the second-order argument no longer applies.

A charge displaced by d from the centre produces a tangential field. Expand in Legendre polynomials P_l about the sphere's centre. For each l the potential is q k times

d^l/r^(l+1) + B_l r^l for d < r < R,  C_l/r^(l+1) for r > R.

Continuity of φ gives C_l = d^l + B_l R^(2l+1). Continuity of the normal D gives −(l + 1)d^l + lB_l R^(2l+1) = −ε_s(l + 1)C_l. Eliminating C_l,

B_l R^(2l+1) = −d^l (l + 1)(ε_s − 1)/[ε_s(l + 1) + l].

The solvent part at r = d is kqΣB_l d^l, and half of it times q is

ΔG = −(kq²/2R) Σ_l (l + 1)(ε_s − 1)/[ε_s(l + 1) + l] · (d/R)^(2l).

The l = 0 term is the Born energy. As d approaches R the terms stop decreasing and the sum diverges: the charge meets its own image, and a grid needs h much smaller than R − d.

For d = 1 Å and ε_s = 4 the series gives −3.4918 eV. The harmonic scheme errs by 1.2 % at h = 0.5 Å, 0.13 % at 0.25 Å and 0.002 % at 0.143 Å. The last drop is much steeper than h², which suggests that error terms partly cancel on that grid; this was not examined. These three values confirm the solver but do not establish an order, so they neither confirm nor exclude the first-order error expected above.

**The resulting algorithm**

1. Find the inside fraction f of every link and set ε_ij by (3).
2. Spread each charge over the corners of its cell with trilinear weights.
3. Set the potential on the box faces. Here it is known analytically. For a general molecule it must be approximated, which adds an error absent from the figures above.
4. Solve (1) by conjugate gradients, preconditioned with the diagonal. The method applies because ε_ij = ε_ji makes the matrix symmetric, and Σ_links ε_ij(φ_i − φ_j)² > 0 makes it positive definite.
5. Repeat with ε = 1 on the same grid and form (2).

Both solutions must be converged tightly. On the finest grid, 0.001 eV in ΔG is only 6 parts in a million of the 162 eV from which it is obtained. The full set of energies is in the numerical output below.

Values computed for the example and the checks

```
k = 14.39965 eV A; q = 1 e; R = 2.0 A; eps_s = 80
cube side = 8.0 A
Born energy = -3.55491 eV = -343.00 kJ/mol
capacitor: 10 cells, plates 1 V and 0 V, boundary at 0.437
  largest nodal error, harmonic   = 1.1e-16 V
  largest nodal error, arithmetic = 0.0790 V
45-degree boundary, tangential field, offset c = 0.2 h:
  inside fraction of link = 0.300
  effective eps: true 56.300, arithmetic 56.300, harmonic 3.239
raw energies (harmonic): n, h/A, solvated/eV, vacuum/eV
  18  0.4444     47.8806     51.4474
  22  0.3636     59.3178     62.8808
  30  0.2667     82.1879     85.7471
  38  0.2105    105.0559    108.6133
  46  0.1739    127.9228    131.4793
  58  0.1379    162.2224    165.7784
subtracted: n, harmonic/eV, error/%, arithmetic/eV, error/%
  18  -3.56677  +0.3336  -3.95676  +11.304
  22  -3.56299  +0.2271  -3.79533  +6.763
  30  -3.55918  +0.1200  -3.76877  +6.016
  38  -3.55733  +0.0679  -3.70772  +4.298
  46  -3.55658  +0.0469  -3.69697  +3.996
  58  -3.55596  +0.0296  -3.66048  +2.970
fitted order: harmonic 2.10, arithmetic 1.03
finest harmonic result = -343.10 kJ/mol
lattice constant g = 0.252731
self-energy times h: predicted 22.8660 eV A, finest grid 22.8660 eV A
solvated n=58 minus vacuum n=38: 53.609 eV
ion at cell centre instead of node, n = 38:
  solvated 35.1247 eV, vacuum 38.6822 eV
  difference -3.55750 eV (at node -3.55733 eV)
displaced charge: d = 1.0 A, eps_s = 4, series = -3.49178 eV
  n = 16, h = 0.5000 A: -3.53446 eV, error +1.222 %
  n = 32, h = 0.2500 A: -3.49641 eV, error +0.133 %
  n = 56, h = 0.1429 A: -3.49183 eV, error +0.002 %
```
